\section*{Multigrid for the Singular Periodic Poisson System with Weighted Jacobi Smoothing}

\section{A ring of four points}

Place four grid points on a ring with unit spacing and consider the equations
\begin{equation}
2\phi_j-\phi_{j-1}-\phi_{j+1}=f_j ,\qquad j=0,1,2,3,
\end{equation}
with indices taken modulo 4. Adding the four equations makes the left side vanish, because each $\phi_j$ occurs once with coefficient $2$ and twice with coefficient $-1$. A solution therefore requires $\sum_j f_j=0$. The source $f=(1,0,0,0)$ has none. Subtracting its mean gives $f=(\tfrac34,-\tfrac14,-\tfrac14,-\tfrac14)$. By symmetry we look for a solution with $\phi_1=\phi_3$. The equations at $j=0$ and $j=2$ then give
\begin{equation}
\phi_0=\phi_1+\tfrac38,\qquad \phi_2=\phi_1-\tfrac18 ,
\end{equation}
and the equation at $j=1$ holds, since $2\phi_1-\phi_0-\phi_2=-\tfrac14$. The value of $\phi_1$ is still free. Requiring zero mean, $4\phi_1+\tfrac14=0$, fixes $\phi=(5,-1,-3,-1)/16$.

The ring also shows how an iteration can damp errors. Weighted Jacobi adds $\omega/2$ times the residual to the current iterate, where $2$ is the diagonal element. An error $e^{i\theta j}$ is then multiplied by $1-\omega(1-\cos\theta)$. The possible values are $1$ for the constant, $1-\omega$ for $\theta=\pm\pi/2$, and $1-2\omega$ for $\theta=\pi$. The constant is untouched. The larger of the other two magnitudes is least when $1-\omega=2\omega-1$, so $\omega=2/3$ and both magnitudes are $1/3$. In three dimensions the same balance gives $6/7$ and $5/7$.

\section{The singular system in three dimensions}

Hartree atomic units are used. A density $\rho$ with total charge $Q$ lies in a cubic periodic cell of side $L$ and volume $\Omega=L^3$. The grid has $N^3$ points, with $N$ a power of two and at least 4, and spacing $h=L/N$. We solve $A\phi=f$ with $f=4\pi\rho$ and
\begin{equation}
(Au)_j=\frac1{h^2}\sum_{i=1}^3\left(2u_j-u_{j+e_i}-u_{j-e_i}\right),
\label{eq:A}
\end{equation}
where $e_i$ is a unit step along axis $i$. This is the 7-point form of $-\nabla^2$.

To find the null space, multiply \eqref{eq:A} by $u_j$ and sum. Periodicity allows the summation index to be shifted, so $\sum_j u_ju_{j-e_i}=\sum_j u_ju_{j+e_i}$ and $\sum_j u_j^2=\sum_j u_{j+e_i}^2$. Hence
\begin{equation}
u^{T}Au=\frac1{h^2}\sum_{i,j}\left(2u_j^2-2u_ju_{j+e_i}\right)
=\frac1{h^2}\sum_{i,j}\left(u_{j+e_i}-u_j\right)^2 .
\end{equation}
If $Au=0$, every difference between neighbours vanishes and $u$ is constant. Conversely, $A$ annihilates every constant.

Since $A$ is real and symmetric, its range is the orthogonal complement of its null space. The system is solvable if and only if $f$ has zero mean. For a charged cell, with the grid sum of $\rho h^3$ equal to $Q$, the mean is $\bar f=4\pi Q/\Omega$. We therefore solve
\begin{equation}
A\phi=f-\bar f,\qquad \sum_j\phi_j=0 .
\label{eq:projected}
\end{equation}
The first projection adds a uniform background density $-Q/\Omega$; the second selects one solution from a family that differs by constants. The first changes the physical problem if $Q\neq0$, whereas the second is a choice of the zero of potential. The energy of the neutralized density is
\begin{equation}
E=\frac{h^3}{2}\sum_j\left(\rho_j-\frac Q\Omega\right)\phi_j
=\frac{h^3}{2}\sum_j\rho_j\phi_j ,
\label{eq:energy}
\end{equation}
where the background term drops out because $\phi$ has zero mean.

\section{The smoothing factor}

\subsection{Damping of one mode}

The diagonal element of $A$ is $6/h^2$, so a weighted Jacobi sweep is
\begin{equation}
u\leftarrow u+\omega\frac{h^2}{6}(f-Au).
\label{eq:jacobi}
\end{equation}
Let $f$ be compatible and let $e=\phi-u$. Then $f-Au=Ae$, and subtracting \eqref{eq:jacobi} from $\phi$ gives $e\leftarrow(I-\omega h^2A/6)e$. On the mode $e^{i\theta\cdot j}$, with $-\pi<\theta_i\le\pi$, the two neighbours along axis $i$ contribute $e^{i\theta_i}+e^{-i\theta_i}=2\cos\theta_i$. The eigenvalue of $A$ is therefore
\begin{equation}
\Lambda(\theta)=\frac2{h^2}\sum_i(1-\cos\theta_i)=\frac6{h^2}\lambda(\theta),
\qquad \lambda=\frac13\sum_i(1-\cos\theta_i),
\label{eq:lambda}
\end{equation}
and the sweep multiplies the error by $g=1-\omega\lambda$.

For the longest wave, $\theta=(2\pi/N,0,0)$, and $\omega=6/7$,
\begin{equation}
g=1-\frac27\left(1-\cos\frac{2\pi}{N}\right)\simeq1-\frac{4\pi^2}{7N^2}.
\end{equation}
At $N=64$ this is $0.998624$, and reducing that wave by $10^{-10}$ takes $16725$ sweeps. The number grows as $N^2$ for large $N$. Jacobi alone is a poor solver, so it is given the part of the error that a coarser grid cannot handle.

\subsection{The best weight}

The coarse grid keeps the points with even indices. There, changing a component $\theta_i$ by $\pi$ changes the phase by a multiple of $2\pi$, so the two waves coincide. Modes with all $|\theta_i|<\pi/2$ remain distinct and are called low. Modes with $\max_i|\theta_i|\ge\pi/2$ are called high. The smoothing factor $\mu(\omega)$ is the largest $|1-\omega\lambda|$ over the high modes.

In a high mode at least one component has $\cos\theta_i\le0$. It contributes at least $1$ to the sum in \eqref{eq:lambda}, and the others contribute at least $0$. Each term is at most $2$. Thus
\begin{equation}
\tfrac13\le\lambda\le2 .
\end{equation}
The lower end is reached at $(\pi/2,0,0)$ and the upper end at $(\pi,\pi,\pi)$; both modes exist when $N$ is divisible by 4. Because $|1-\omega\lambda|$ is a convex function of $\lambda$, its maximum over the interval is at an end:
\begin{equation}
\mu(\omega)=\max\left(\left|1-\tfrac{\omega}{3}\right|,\,|1-2\omega|\right).
\end{equation}
If $\omega<6/7$, then $1-\omega/3>5/7$. If $\omega>6/7$, then $2\omega-1>5/7$. At $\omega=6/7$ both magnitudes equal $5/7$. Hence
\begin{equation}
\boxed{\ \omega=\frac67,\qquad \mu=\frac57\ }
\end{equation}
is the unique optimum. Unweighted Jacobi, $\omega=1$, has $\mu=1$: it flips the sign of the checkerboard $(\pi,\pi,\pi)$ without reducing it. A numerical minimization that obtains the damping from the response of a sweep to a single-point impulse gives $0.857143$ and $0.714286$.

\subsection{Unequal spacings}

If the spacings are $h_i$, the diagonal is $2\sum_jh_j^{-2}$, and
\begin{equation}
\lambda=\sum_iw_i(1-\cos\theta_i),\qquad
w_i=\frac{h_i^{-2}}{\sum_jh_j^{-2}} .
\end{equation}
The weights add to $1$, so the maximum of $\lambda$ is still $2$. With coarsening in all directions, its minimum over the high modes is $w=\min_iw_i$. The balance $1-\omega w=2\omega-1$ gives
\begin{equation}
\omega=\frac2{2+w},\qquad
\mu=1-\frac{2w}{2+w}=\frac{2-w}{2+w}.
\end{equation}
Equal spacings in $d$ dimensions have $w=1/d$, which recovers the ring for $d=1$. For spacings in the ratio $1:1:2$, $w=(1/4)/(9/4)=1/9$ and $\mu=17/19\simeq0.895$. About three times as many sweeps are then needed for the same worst-case damping, since $\ln(5/7)/\ln(17/19)\simeq3.0$. As $w\to0$, $\mu\to1$ and point smoothing fails. This matters for a slab cell whose grid is made much coarser along the vacuum direction. A long cell with equal spacings keeps the factor $5/7$.

\section{The multigrid cycle}

\subsection{Transfers that respect the null vector}

Along one axis, prolongation $P$ copies a coarse value to the even point and interpolates at the odd point:
\begin{equation}
(Pe)_{2J}=e_J,\qquad (Pe)_{2J+1}=\tfrac12(e_J+e_{J+1}).
\end{equation}
Restriction is
\begin{equation}
(Rr)_J=\tfrac14r_{2J-1}+\tfrac12r_{2J}+\tfrac14r_{2J+1}.
\end{equation}
The three-dimensional operators apply these rules along each axis in turn. The transpose of $P$ has weights $\tfrac12,1,\tfrac12$ per axis, twice those of $R$, so $R=P^T/8$ in three dimensions.

Each fine value enters the coarse sum with total weight $\tfrac12$ per axis: an even point once with $\tfrac12$, an odd point twice with $\tfrac14$. The coarse sum is thus one eighth of the fine sum, over one eighth as many points, and $R$ preserves the mean. Prolongation doubles both the sum and the number of points per axis, so it preserves the mean too. Since $Au$ has zero mean for every $u$, the residual $f-Au$ has the mean of $f$. A compatible system therefore produces compatible coarse systems on every level.

The cycle used here is as follows.
\begin{enumerate}
\item Make one sweep \eqref{eq:jacobi}, with $\omega=6/7$.
\item Restrict the residual and solve the coarse error equation, with $A$ rebuilt at spacing $2h$, by the same cycle started from zero. On the $2^3$ grid use the pseudoinverse, which inverts $A$ on the non-constant modes and returns zero on the constant.
\item Prolong the result, add it to $u$, and make one more sweep.
\item On the finest grid, subtract the mean of $u$.
\end{enumerate}
In exact arithmetic one subtraction at the end would do; repeating it also removes any small constant introduced by rounding.

The coarse correction is accurate for smooth errors because the two operators agree there. A wave with small $\theta$ on the fine grid has phase $2\theta$ per coarse step, and
\begin{equation}
\sum_i\frac{2-2\cos2\theta_i}{(2h)^2}
=\frac{|\theta|^2}{h^2}+O\!\left(\frac{|\theta|^4}{h^2}\right)
=\sum_i\frac{2-2\cos\theta_i}{h^2}+O\!\left(\frac{|\theta|^4}{h^2}\right).
\end{equation}
The transfers also preserve such a wave to this order. Along one axis, restriction multiplies $e^{i\theta j}$ by $\tfrac12+\tfrac12\cos\theta=\cos^2(\theta/2)$. Prolongation of the coarse wave gives $e^{i\theta j}$ at even points and $\cos\theta\,e^{i\theta j}$ at odd points, that is $e^{i\theta j}\left[\cos^2(\theta/2)+(-1)^j\sin^2(\theta/2)\right]$. With an exact coarse solve, the smooth component is therefore multiplied by $1-\prod_i\cos^4(\theta_i/2)\,\Lambda_h/\Lambda_{2h}=O(|\theta|^2)$, where $\Lambda_h$ and $\Lambda_{2h}$ are the fine and coarse eigenvalues compared above. The high-frequency waves created by prolongation also have amplitude $O(|\theta|^2)$.

\subsection{What $5/7$ says about a cycle}

The smoothing factor describes one sweep on high modes. It does not by itself give the convergence factor of a cycle, but it gives a lower bound. Let $c_j=(-1)^{j_1+j_2+j_3}$. Restriction along an axis multiplies an alternating sequence by $\tfrac12-\tfrac14-\tfrac14=0$, so $Rc=0$ and the coarse grid receives nothing from this error. Nor can it return any: $c^TP=8(Rc)^T=0$. The checkerboard component of any error thus evolves independently, and $\nu$ fine-grid sweeps multiply it by
\begin{equation}
(1-2\omega)^\nu=\left(-\tfrac57\right)^\nu .
\end{equation}
For the present cycle $\nu=2$, and the factor is $25/49\simeq0.5102$. The spectral radius of the cycle, acting on mean-free errors, cannot be smaller. With an exact solve on the coarse $4^3$ grid, the computed spectral radius for an $8^3$ grid is $0.510204$, equal to the bound to the digits given.

Full cycles started from random errors show residual factors, averaged over cycles 26 to 30, of $0.4975$, $0.4948$ and $0.4949$ on grids of $16^3$, $32^3$ and $64^3$ points. They are nearly independent of the grid. They also lie below $25/49$, which does not contradict the bound. A random error contains little of the slowly decaying modes, so the measured factors are transient: a nonzero checkerboard component decays by exactly $25/49$ per cycle, and the late factor cannot stay below that value. The checkerboard is not alone at this rate. The waves $\sin(\pi j_i/2)$ are also annihilated by $R$ and have $\lambda=1/3$, so they decay by $(5/7)^2$ as well. Nor need the limit equal the bound, because the full cycle solves the coarse equation only approximately: on the $16^3$ grid the factor rises to about $0.513$ after a thousand cycles, and the checkerboard is then itself outlasted by slightly slower components.

\section{What happens without projection}

Suppose both projections are dropped: a charged source is passed to the cycle with its mean $\bar f$ left in, and step 4, the subtraction of the mean of $u$, is omitted. Smoothing and both transfers map constants to constants and mean-free functions to mean-free functions, so the two parts can be followed separately. The mean-free part converges as before. For the constant part, a sweep at spacing $h_l=2^lh$ adds $\omega h_l^2\bar f/6$ to the mean, because $Au$ has none. Restriction passes the residual mean $\bar f$ to the next level, prolongation returns the accumulated mean unchanged, and the coarsest solve adds zero. Per cycle,
\begin{equation}
\Delta\bar\phi=\bar f\,\frac{\omega\nu}{6}\sum_lh_l^2 ,
\label{eq:drift}
\end{equation}
where the sum runs over the smoothed levels.

Take $Q=1$, $L=10$ bohr and $N=32$. The smoothed grids have 32, 16, 8 and 4 points per side, so $\sum_lh_l^2=0.3125^2(1+4+16+64)\simeq8.301$ bohr$^2$. With $\omega\nu/6=2/7$ and $\bar f=4\pi/1000\simeq0.012566$ hartree/($e$\,bohr$^2$),
\begin{equation}
\Delta\bar\phi=0.012566\times\tfrac27\times8.301
\simeq0.0298\ \text{hartree}/e .
\end{equation}
The computed drift agrees. The residual settles at the constant $\bar f$, so a stopping criterion below that level is never met. After 50 cycles the mean potential is $1.490$ hartree/$e$. The last form of \eqref{eq:energy}, which assumes zero mean, would then be wrong by $Q\bar\phi/2\simeq0.745$ hartree.

\section{Discretization error and a Gaussian charge}

Multigrid removes the algebraic error, the distance from the solution of \eqref{eq:projected}. The difference between that solution and the continuum remains. For a Gaussian of width $\sigma$, the Fourier coefficients are $\rho_G=Qe^{-G^2\sigma^2/2}$, with $\rho(\mathbf r)=\Omega^{-1}\sum_{\mathbf G}\rho_Ge^{i\mathbf G\cdot\mathbf r}$. Poisson's equation gives $\phi_G=4\pi\rho_G/G^2$ for $\mathbf G\ne0$, and hence
\begin{equation}
E=\frac1{2\Omega}\sum_{\mathbf G\ne0}\frac{4\pi\rho_G^2}{G^2}
=\frac{2\pi Q^2}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2\sigma^2}}{G^2}.
\label{eq:continuum}
\end{equation}

On the grid, $G^2$ is replaced by $\Lambda$ at $\theta_i=G_ih$. Since $2-2\cos x=x^2-x^4/12+O(x^6)$,
\begin{equation}
\Lambda=G^2-\frac{h^2}{12}\sum_iG_i^4+O(h^4),\qquad
\frac1\Lambda=\frac1{G^2}+\frac{h^2}{12}\frac{\sum_iG_i^4}{G^4}+O(h^4).
\end{equation}
The leading energy error is therefore
\begin{equation}
E_h-E\simeq Ch^2,\qquad
C=\frac{2\pi Q^2}{\Omega}\sum_{\mathbf G\ne0}e^{-G^2\sigma^2}
\frac{\sum_iG_i^4}{12G^4}.
\label{eq:C}
\end{equation}
It is positive: the difference operator underestimates the cost of curvature, so the potential responds too strongly. Sampling also mixes waves that differ by $2\pi/h$. At the grid limit $G=\pi/h$ the Gaussian amplitude is $e^{-\pi^2\sigma^2/2h^2}$, about $3\times10^{-6}$ for the coarsest grid below, and this effect is negligible here. It is still small at $\sigma=h$, but it grows rapidly once $\sigma$ falls well below $h$, where the expansion fails as well.

For $L\gg\sigma$ the sum becomes $\Omega/(2\pi)^3$ times an integral. The angular average of $\sum_iG_i^4/G^4$ is $3\times\tfrac15$, so
\begin{equation}
C\to\frac{Q^2}{4\pi^2}\cdot\frac1{20}\int e^{-G^2\sigma^2}d^3G
=\frac{Q^2}{80\sqrt\pi\,\sigma^3}.
\end{equation}
The same replacement in \eqref{eq:continuum} gives the isolated self-energy $Q^2/(2\sqrt\pi\,\sigma)$. The grid error relative to it is $h^2/(40\sigma^2)$: resolution must be judged by $h/\sigma$.

For $Q=1$, $\sigma=1$ bohr and $L=10$ bohr, the continuum energy is $0.146513$ hartree ($3.9868$ eV). The grids give the following results.
\begin{center}
\begin{tabular}{cccc}
$N$ & cycles & $E_h$ (hartree) & $E_h-E$ (hartree)\\
16 & 30 & 0.149390 & $2.877\times10^{-3}$\\
32 & 31 & 0.147222 & $7.09\times10^{-4}$\\
64 & 33 & 0.146690 & $1.767\times10^{-4}$
\end{tabular}
\end{center}
The cycles reduce the residual norm below $10^{-10}$ of the norm of the projected source. Halving $h$ from $N=32$ to $N=64$ divides the energy error by $4.01$. Equation \eqref{eq:C} gives $C=0.00723$ hartree/bohr$^2$, and at $N=64$
\begin{equation}
Ch^2=0.007229\times0.15625^2\simeq1.765\times10^{-4}\ \text{hartree},
\end{equation}
in agreement with the table. The large-cell limit of $C$ is $0.00705$ hartree/bohr$^2$.

The multigrid potential at $N=64$ differs from a direct Fourier solution of the same discrete equations by at most $6.5\times10^{-13}$ hartree/$e$. Its value at the centre still differs from the continuum value by $9.9\times10^{-4}$ hartree/$e$. Further cycles cannot reduce that difference; a finer grid can. For this energy, a much looser stopping criterion would suffice.

A third difference is physical. The isolated Gaussian has self-energy $1/(2\sqrt\pi)\simeq0.2821$ hartree, which is $0.1356$ hartree above the periodic value. This shift comes from the background and the periodic images, and it is nearly eight hundred times the grid error at $N=64$. A converged solution of \eqref{eq:projected} describes the neutralized periodic cell; using it for an isolated charge requires a separate finite-size correction. The numerical output below gives the remaining digits.

\section*{Numbers as computed}
\begin{verbatim}
Smoothing: numerical minimization over the weight (no unit)
  1D equal spacing: weight 0.666667, factor 0.333333
  2D equal spacing: weight 0.800000, factor 0.600000
  3D equal spacing: weight 0.857143, factor 0.714286
  3D spacing ratio 1:1:2: weight 0.947368, factor 0.894737
  3D unweighted Jacobi: factor 1.000000
Cycle with one sweep before and one after (factors, no unit)
  checkerboard factor per cycle: 0.510204
  same with weight 1: 1.000000
  two-grid spectral radius, 8^3 grid: 0.510204
  V-cycle residual factor, cycles 26-30, 16^3: 0.4975
  V-cycle residual factor, cycles 26-30, 32^3: 0.4948
  V-cycle residual factor, cycles 26-30, 64^3: 0.4949
  Jacobi alone, slowest mode, 64^3: 0.998624 per sweep
  Jacobi sweeps to reduce that mode by 1e-10: 16725
Gaussian charge in a neutralizing background
  L = 10.0 bohr, sigma = 1.0 bohr, Q = 1.0 e
  background density: -0.001000 e/bohr^3
  continuum energy: 0.14651310 hartree = 3.98682 eV
  continuum potential at the centre: 0.52043800 hartree/e
  16^3: h = 0.62500 bohr, cycles 30, relative residual 5.0e-11
    energy 0.14938981 hartree, error 2.877e-03 hartree
    centre potential 0.53678584 hartree/e
    largest difference from direct solution 2.6e-12 hartree/e
  32^3: h = 0.31250 bohr, cycles 31, relative residual 9.5e-11
    energy 0.14722228 hartree, error 7.092e-04 hartree
    centre potential 0.52441300 hartree/e
    largest difference from direct solution 1.9e-12 hartree/e
  64^3: h = 0.15625 bohr, cycles 33, relative residual 5.1e-11
    energy 0.14668979 hartree, error 1.767e-04 hartree
    centre potential 0.52142507 hartree/e
    largest difference from direct solution 6.5e-13 hartree/e
  energy-error ratio, 32^3 to 64^3: 4.0138
  error/h^2: measured 0.007237, predicted 0.007229 hartree/bohr^2
Without projection, 32^3 grid
  residual stalls at the constant 0.01256637 hartree/(e bohr^2)
  mean potential grows per cycle by 0.02980306 hartree/e
  predicted growth per cycle: 0.02980306 hartree/e
  mean potential after 50 cycles: 1.490153 hartree/e
\end{verbatim}
